# Comment: surface energies from slabs drift when the bulk reference is mismatched

## The argument under review

The argument concerns a surface energy obtained by quantum Monte Carlo. Slabs of \(N\) layers are computed with a small in-plane supercell. The bulk energy per site, \(b\), comes from a separate calculation in a cubic supercell, chosen because it is thought to be the best available bulk value. The surface energy is then taken as half of "slab minus \(N\) times bulk". The argument closes with two claims: that thicker slabs make the result more reliable, because the two faces decouple, and that averaging over several thicknesses reduces the statistical error.

The definition behind this procedure is sound. The question is which bulk energy it requires, and what happens to the result and its error bar when another one is used.

## What the subtraction measures

Let \(E(N)\) be the slab energy per surface site, that is, the energy of the simulation cell divided by the number of sites in one layer. I assume that the two faces are equivalent, that the slab is not polar, and that all slabs share the same in-plane cell, boundary conditions and method. The premise of any slab calculation is then

\[
E(N)=N e+2\gamma+r(N),\qquad r(N)\to 0 .
\]

Here \(\gamma\) is the surface energy per surface site, the factor 2 counts the faces, and \(r(N)\) is the residual effect of finite thickness. The number \(e\) is the energy gained per added layer by these particular slabs, with their in-plane cell and their systematic errors. Inserting this form into the subtraction gives

\[
G(N)\equiv\frac{E(N)-N b}{2}
=\gamma+\frac{N(e-b)}{2}+\frac{r(N)}{2}.
\]

The last term vanishes for thick slabs. The middle one grows in proportion to \(N\) unless \(b=e\). The subtraction therefore converges to \(\gamma\) if and only if the bulk reference equals the slope of the slab energies. Each added layer otherwise shifts the middle term by \((e-b)/2\), and once \(r(N)\) is small against this drift, the thicker slab, which should be the better one, carries the larger error.

A bulk energy closer to the true bulk value need not help. If \(b\) is the thermodynamic-limit energy but the slabs have a small in-plane cell, then \(b\neq e\) in general. The same algebra covers a difference in twists, time step, trial function or any other setting that changes the energy per site. What counts is consistency with the slabs.

## A case in which every term is known

The premise and the drift can be examined in a solvable insulator. Take a simple cubic lattice with nearest-neighbour hopping \(-t\) and site energies \(+\Delta\) and \(-\Delta\) alternating in all three directions. There is one electron per site, with two spin states and no interaction. Finite-size effects are then of one-body origin; those due to the Coulomb interaction are absent.

Write the one-particle Hamiltonian as \(h=T+\Delta S\), where \(T\) is the hopping and \(S\) is diagonal with entries \(\pm1\). Hopping connects sites of opposite sign, so \(TS=-ST\), and

\[
h^2=T^2+\Delta(TS+ST)+\Delta^2S^2=T^2+\Delta^2 .
\]

If \(Tv=\tau v\) with \(\tau\neq0\), then \(Sv\) has hopping energy \(-\tau\). In the space of \(v\) and \(Sv\), \(h\) is the matrix with diagonal \((\tau,-\tau)\) and off-diagonal element \(\Delta\), with one level at \(+\sqrt{\tau^2+\Delta^2}\) and one at \(-\sqrt{\tau^2+\Delta^2}\). In the space with \(\tau=0\), \(h=\Delta S\). The trace of \(S\) vanishes over the whole lattice and within each pair \((v,Sv)\), hence also in this remaining space, so its levels \(\pm\Delta\) are equally numerous. Half of all levels are negative, and these are filled twice. The total energy is twice the sum of the negative levels, which equals \(-\sum_\tau\sqrt{\tau^2+\Delta^2}\) over all hopping levels.

In a slab, the in-plane motion gives \(\varepsilon=-2t(\cos k_x+\cos k_y)\), with \(k_x,k_y\) in units of the inverse lattice constant. The motion along the normal consists of standing waves that vanish one site outside each face, with phases \(\theta_j=\pi j/(N+1)\), \(j=1,\dots,N\). Thus

\[
E(N)=-\Big\langle\sum_{j=1}^{N}f(\theta_j)\Big\rangle,\qquad
f(\theta)=\sqrt{\Delta^2+(\varepsilon-2t\cos\theta)^2},
\]

where the brackets average over the in-plane wave vectors allowed by the cell.

To separate bulk from surface, complete the sum to a full period. Since \(f\) is even and \(2\pi\)-periodic, the \(2(N+1)\) equally spaced points \(\pi m/(N+1)\) contain \(0\) and \(\pi\) once and each \(\theta_j\) twice, up to sign. Expand \(f=\sum_n f_n e^{in\theta}\), with \(f_{-n}=f_n\). The sum of \(e^{in\theta}\) over the points is \(2(N+1)\) if \(n\) is a multiple of \(2(N+1)\), and zero otherwise. Therefore

\[
f(0)+f(\pi)+2\sum_{j=1}^{N}f(\theta_j)
=2(N+1)\Big[\bar f+2\sum_{p\ge1}f_{2p(N+1)}\Big],
\]

where \(\bar f=f_0\) is the average over \(\theta\). Solving for the sum over \(j\), changing sign and separating \((N+1)\bar f\) into \(N\bar f+\bar f\) gives

\[
e=-\langle\bar f\rangle,\qquad
2\gamma=\Big\langle\frac{f(0)+f(\pi)}{2}-\bar f\Big\rangle,
\]
\[
r(N)=-2(N+1)\sum_{p\ge1}\langle f_{2p(N+1)}\rangle .
\]

The slope \(e\) is thus the energy of a bulk crystal with the slab's in-plane wave vectors and a continuous wave vector along the normal. I call this the matched bulk.

The sign of \(\gamma\) follows from convexity. As a function of \(\tau=\varepsilon-2t\cos\theta\), \(\sqrt{\Delta^2+\tau^2}\) lies below the chord joining its values at \(\theta=0\) and \(\theta=\pi\). The chord is linear in \(\cos\theta\), which averages to zero, so the chord averages to \([f(0)+f(\pi)]/2\). Hence \(\gamma>0\): creating a surface costs energy.

For \(\Delta\gg t\), expand \(f\simeq\Delta+(\varepsilon-2t\cos\theta)^2/(2\Delta)\). Then \(\bar f\simeq\Delta+(\varepsilon^2+2t^2)/(2\Delta)\), while the mean of the end values is \(\Delta+(\varepsilon^2+4t^2)/(2\Delta)\). The difference gives \(\gamma\simeq t^2/(2\Delta)\). This is a count of broken bonds: virtual hopping across the energy difference \(2\Delta\) lowers each bond by \(2\,t^2/(2\Delta)=t^2/\Delta\), the factor 2 being spin, and each cut bond leaves two surface sites. At this order \(\varepsilon\) cancels from \(\gamma\), so the in-plane grid has no influence on it.

## How thick is thick enough

The decay of \(r(N)\) is set by the branch points of \(f\), where \(\cos\theta=(\varepsilon\pm i\Delta)/(2t)\). With \(\theta=x+iy\), the imaginary part of this condition requires \(|\sin x|\sinh|y|=\Delta/(2t)\). The smallest possible \(|y|\) is therefore \(\kappa\), with

\[
\sinh\kappa=\frac{\Delta}{2t},
\]

reached at \(x=\pm\pi/2\), which means \(\varepsilon=0\). Shift the integration path for \(f_n\) into the complex plane until it wraps the cuts starting at these points. Near each of them \(f\) varies as a square root, and \(\int_0^\infty\sqrt u\,e^{-nu}du\propto n^{-3/2}\), so \(f_n\propto n^{-3/2}e^{-\kappa n}\) apart from a phase. For \(n=2(N+1)\) both points contribute the phase \((-1)^{N+1}\), which is the same for all even \(N\). With the prefactor \(N+1\), and provided \(\varepsilon=0\) is on the in-plane grid,

\[
r(N)\propto (N+1)^{-1/2}e^{-2\kappa(N+1)}\qquad(N\text{ even, large}).
\]

For \(t=\Delta=1\) eV, \(\kappa=0.4812\). The law predicts \(r(16)/r(12)=\sqrt{13/17}\,e^{-8\kappa}=0.0186\), and diagonalization gives 0.0185.

This rapid decay needs the gap. For \(\Delta=0\), \(f=|\varepsilon-2t\cos\theta|\) has kinks on the real axis when \(|\varepsilon|<2t\). Its Fourier coefficients then fall as \(n^{-2}\), with a phase set by the kink position, and for a fixed \(\varepsilon\) the remainder falls only as \(1/(N+1)\) and in general oscillates. A straight line through a few thin metallic slabs is correspondingly less safe: a remainder \(\propto1/(N+1)\) shifts both its slope and its intercept, by amounts given at the end for the example below.

## Three bulk references for the same slabs

Take a \(4\times4\) in-plane cell with periodic boundaries, which contains \(\varepsilon=0\), and slabs of 6 to 14 layers. These are round model parameters, not those of a material. The three candidate bulk energies are

- matched bulk: \(-2.336048\) eV per site;
- cubic \(4\times4\times4\) cell: \(-2.323825\) eV per site;
- thermodynamic limit: \(-2.346288\) eV per site.

For the cubic cell the predicted drift is \((-2.336048+2.323825)/2\) eV \(=-6.11\) meV per layer. For the thermodynamic limit it is \((-2.336048+2.346288)/2\) eV \(=+5.12\) meV per layer. Without statistical noise, the subtraction \(G(N)\) in meV per surface site is:

| \(N\) | cubic | limit | matched |
|---|---|---|---|
| 6 | 114.85 | 182.23 | 151.51 |
| 10 | 90.48 | 202.79 | 151.59 |
| 14 | 66.04 | 223.28 | 151.59 |

The surface formula gives \(\gamma=151.59\) meV for this in-plane cell. At 14 layers the cubic reference has lost \(14\times6.11\approx86\) meV, more than half of \(\gamma\), although its bulk energy differs from the matched one by only 0.5%. The thermodynamic-limit reference errs by a similar amount in the other direction. The thinnest slab in the table does not rescue the method: at six layers the errors are already \(-37\) and \(+31\) meV. In still thinner slabs the drift is smaller, but \(r(N)/2\) grows, and any cancellation between the two is accidental.

The matched column shows where the reviewed argument would be right. There, thicker slabs do converge, and the deviation of 0.08 meV at \(N=6\) is half of \(r(6)=-0.158\) meV.

## Fitting the slope

When no matched bulk energy is available, the slabs supply it. Fit \(E(N)\) to \(\hat e N+\hat c\) and take \(\hat\gamma=\hat c/2\). A separate bulk energy then plays no role. Fitting \(G(N)\) instead, with the same weights, would change the slope but not the surface energy, because subtracting \(Nb\) from the data leaves the intercept unchanged.

Let the slab energies have independent errors with standard deviations \(s_N\), and define \(w_N=1/s_N^2\) and

\[
S=\sum w_N,\quad S_x=\sum w_NN,\quad S_{xx}=\sum w_NN^2,\quad D=SS_{xx}-S_x^2 .
\]

Setting the derivatives of \(\sum w_N[E(N)-\hat eN-\hat c]^2\) with respect to \(\hat c\) and \(\hat e\) to zero gives

\[
\sum w_NE(N)=\hat eS_x+\hat cS,\qquad
\sum w_NN E(N)=\hat eS_{xx}+\hat cS_x .
\]

The solution is linear in the data:

\[
\hat c=\sum h_NE(N),\quad h_N=\frac{w_N(S_{xx}-S_xN)}{D},
\]
\[
\hat e=\sum g_NE(N),\quad g_N=\frac{w_N(SN-S_x)}{D}.
\]

Independent errors add in quadrature, and \(s_N^2=1/w_N\). Hence

\[
\operatorname{var}\hat c=\frac{\sum w_N(S_{xx}-S_xN)^2}{D^2}
=\frac{S_{xx}^2S-2S_{xx}S_x^2+S_x^2S_{xx}}{D^2}=\frac{S_{xx}}{D},
\]

and \(\operatorname{var}\hat\gamma=S_{xx}/(4D)\). The same expansion for the slope gives \(\operatorname{var}\hat e=(S^2S_{xx}-SS_x^2)/D^2=S/D\).

For the example I assign Gaussian noise with \(s_N=\sqrt N\) meV. This represents runs with equal numbers of independent samples and a local-energy variance proportional to \(N\); it is an assumption, not the outcome of a Monte Carlo walk. For \(N=6,8,10,12,14\), in powers of meV, \(S=0.54643\), \(S_x=5\) and \(S_{xx}=50\), so \(D=2.3214\) and

\[
\sigma_{\hat\gamma}=\sqrt{\frac{50}{4\times2.3214}}\ \text{meV}=2.32\ \text{meV}.
\]

One noisy data set gives an intercept of 0.29633 eV and thus \(\hat\gamma=148.2\pm2.3\) meV per surface site. Division by \(a^2\), with \(a=0.30\) nm, yields \(0.264\pm0.004\) J/m². The result lies 1.5 error bars below the known value, and \(\chi^2=0.91\) for three degrees of freedom shows no departure from a line. Over 200000 synthetic data sets the spread of \(\hat\gamma\) is 2.32 meV, and 68.3% of the fits fall within one error bar of \(\gamma\).

## The error bar of the subtraction

Suppose the separate bulk energy has statistical error \(s_b\) per site. It is multiplied by \(N\), so

\[
\operatorname{var}G(N)=\frac{s_N^2+N^2s_b^2}{4}.
\]

With \(s_b=1\) meV and the cubic reference, the same data set gives \(119.2\pm3.2\) meV at six layers and \(81.5\pm7.2\) meV at fourteen. Both lie about ten of their own error bars below \(\gamma\). The error bars are correctly propagated, but they describe noise and know nothing of the mismatch.

The data themselves can reveal it. The fitted slope is \(-2.33552\) eV with error 0.49 meV, and the noisy cubic bulk energy is \(-2.32586\) eV with error 1.00 meV. They differ by \(-9.7\) meV, with a combined error of \(\sqrt{0.49^2+1.00^2}=1.1\) meV. A difference of almost nine error bars rules out this bulk value as a reference for these slabs.

Averaging over thicknesses reduces only part of the statistical error. The same bulk fluctuation enters every \(G(N)\). For an unweighted mean over \(K\) slabs with mean thickness \(\bar N\),

\[
\operatorname{var}\bar G=\frac14\Big[\frac{1}{K^2}\sum s_N^2+\bar N^2s_b^2\Big].
\]

At fixed mean thickness, the first term decreases with more slabs if each added slab brings its own sampling; if a fixed number of samples is shared among the \(K\) slabs, each \(s_N^2\) grows by the factor \(K\) and this gain disappears. The second term does not decrease in either case. Here the bracket is \(50/25+100=102\) meV², and the error is 5.05 meV, hardly below the 5.24 meV of the ten-layer slab alone, which has the same mean thickness. The size of the gain depends on \(s_b\). The value 1 meV is twice the 0.5 meV that the noise model gives for the four-layer cubic cell with as many samples as a slab; with 0.5 meV the two errors are 2.60 and 2.96 meV.

A related trap remains after the slope has been fitted. One may insert \(\hat e\) into a single slab of the fit and form \([E(N)-N\hat e]/2\). The slope contains that slab's own noise, with covariance \(g_Ns_N^2=(SN-S_x)/D\), so

\[
\operatorname{var}\frac{E(N)-N\hat e}{2}
=\frac14\Big[s_N^2+\frac{N^2S}{D}-\frac{2N(SN-S_x)}{D}\Big].
\]

For \(N=14\) the three terms are \(14+46.1-32.0\) meV², giving an error of 2.65 meV, which the synthetic data reproduce. Omitting the covariance gives 3.88 meV. The intercept, with 2.32 meV, makes better use of the data than this route through one slab.

## What the fit does not repair

The fit removes errors proportional to \(N\), and only those. The in-plane cell also affects the intercept: with a converged in-plane grid \(\gamma=153.13\) meV, so the \(4\times4\) value is low by 1.54 meV, or 1%. No number of additional layers changes this; larger in-plane cells or more twists are needed. Likewise, surface-specific errors of the trial function, the fixed nodes or the time step remain in \(\gamma\). If a setting varies with thickness and shifts the energy per site by \(\eta(N)\), the slab energy acquires a term \(N\eta(N)\). A part of \(\eta\) of the form \(c/N\) adds the constant \(c\) to every \(E(N)\): the line stays straight, its slope is unchanged, and \(\hat\gamma\) shifts unnoticed by \(c/2\). A part that falls faster than \(1/N\) bends the line, but its contribution \(N\eta(N)\) vanishes for thick slabs, as \(r(N)\) does. A part that falls more slowly, such as \(N^{-1/2}\), also bends the line, and the error it causes in the intercept grows with thickness.

Thin slabs pose a trade-off. Since \(\hat c\) is linear in the data, the remainder shifts \(\hat\gamma\) by \(\tfrac12\sum h_Nr(N)\). For 6 to 14 layers this bias is \(-0.12\) meV, against a statistical error of 2.32 meV. For 4 to 12 layers it is \(-0.77\) meV, mostly from \(r(4)=-1.18\) meV, while the statistical error falls to 1.58 meV. Adding bias and noise in quadrature gives 2.32 and 1.76 meV, so at this noise level the set with the thin slab is the better one. If all error bars shrink by a factor \(x\), the two sets are equally good when

\[
(2.32x)^2+0.12^2=(1.58x)^2+0.77^2,
\]

that is, at \(x\approx0.45\). With more than about five times the sampling, the set from 6 to 14 layers is the better of these two sets.

Nor is the fit always preferable to subtraction. If a matched bulk energy is available with error \(s_b\), subtraction at thickness \(N\) has the smaller variance when \(s_N^2+N^2s_b^2<S_{xx}/D\), or

\[
s_b<\frac{\sqrt{S_{xx}/D-s_N^2}}{N}.
\]

For \(N=6\) this is \(\sqrt{21.5-6}/6\approx0.66\) meV per site. Better than either is to include the matched bulk energy in the fit as a datum on the slope. This replaces \(S_{xx}\) by \(S_{xx}+1/s_b^2\) in \(D\) and in \(\operatorname{var}\hat\gamma\), and at \(s_b=0.66\) meV it gives an error of 1.91 meV, where fit and subtraction alone each give 2.32 meV.

## Recommendation

The surface energy in the reviewed argument should be withdrawn until the bulk energy has been compared with the slope of the slab energies. A difference slightly above one combined standard error is no proof of a mismatch, since chance alone exceeds one standard error in about a third of cases. If the two disagree by more than about three combined standard errors, the intercept of the fit should be reported with \(\operatorname{var}\hat\gamma=S_{xx}/(4D)\), together with its change when the thinnest slab is omitted and a separate estimate of the in-plane error. This rule assumes that \(r(N)\) is negligible over the fitted range, as it is for the gap used here; it does not carry over to metals or small gaps. With \(\Delta=0\), the same cell and the same slabs, \(\gamma=136.2\) meV and the noise-free intercept is low by 19 meV, while the matched subtraction at 14 layers is low by only 6.5 meV. The fitted slope then differs from the matched bulk energy by 2.0 meV, which is 3.5 combined errors for \(s_b=0.27\) meV, so the test can reject a correct reference; omitting the thinnest slab moves \(\hat\gamma\) by only 2.7 meV and does not reveal the bias. At \(\Delta=0.2\) eV the intercept is still low by 11 meV. If they agree, the subtraction may stand only with a caveat: a real mismatch of two or even three combined standard errors often passes this test, and a mismatch \(\delta\) per site shifts the surface energy by \(N\delta/2\). In the example, three combined errors of 1.1 meV amount to about 23 meV at 14 layers. The numerical output below lists the values for all five thicknesses.

## Numbers as computed

```
t = 1.0 eV, Delta = 1.0 eV, a = 0.30 nm, L = 4
bulk e, matched: -2.336048 eV/site
bulk e, cubic cell: -2.323825 eV/site
bulk e, thermodynamic limit: -2.346288 eV/site
gamma, L=4: 151.59 meV/surface site
gamma, L infinite: 153.13 meV/surface site
in-plane error of gamma: -1.54 meV
drift per layer, cubic: -6.111 meV
drift per layer, limit: 5.120 meV
Noise-free subtraction, meV: N, cubic, limit, matched
   6    114.85    182.23    151.51
   8    102.69    192.54    151.58
  10     90.48    202.79    151.59
  12     78.26    213.03    151.59
  14     66.04    223.28    151.59
kappa = 0.4812 (dimensionless)
r(4) = -1.1844 meV, r(6) = -0.1576 meV
r(16)/r(12): found 0.01847, law 0.01861
One noisy set: N, E (eV), error (meV), subtraction +- error (meV)
   6   -13.71675   2.45   119.20 +- 3.24
   8   -18.38747   2.83   109.70 +- 4.24
  10   -23.05872   3.16    99.94 +- 5.24
  12   -27.73262   3.46    88.85 +- 6.24
  14   -32.39896   3.74    81.53 +- 7.25
noisy cubic bulk: -2.32586 eV, error 1.00 meV
fitted slope: -2.33552 eV, error 0.49 meV
fitted intercept: 0.29633 eV, error 4.64 meV
fitted gamma: 148.16 +- 2.32 meV
fitted gamma: 0.2638 +- 0.0041 J/m^2
chi-squared: 0.91 for 3 degrees of freedom
S = 0.54643 meV^-2, Sx = 5.00000 meV^-2
Sxx = 50.00000 meV^-2, D = 2.32143 meV^-4
synthetic sets: 200000
spread of fitted gamma: 2.317 meV
fit within one error bar: 68.3 %
error of averaged subtraction: 5.05 meV
slope put back, N=14, with covariance: 2.65 meV
slope put back, N=14, without: 3.88 meV
spread found for slope put back: 2.65 meV
break-even matched bulk error, N=6: 0.657 meV
fit 6-14: bias -0.118, error 2.320 meV
fit 4-12: bias -0.773, error 1.581 meV
```
